The conduction-free derivative loss of a Debye process

Consider a single Debye relaxation at the frequency where its loss is largest, ωτ = 1. The real permittivity has then fallen halfway from its low-frequency to its high-frequency value, and the loss is ε″ = Δε/2, where Δε is the relaxation strength. To see how steeply ε′ falls there, put ωτ = e^u with small u:

ε′ − ε∞ = Δε/(1 + e^(2u)) ≈ Δε/(2 + 2u) ≈ (Δε/2)(1 − u).

The slope of ε′ against ln ω is therefore −Δε/2. Multiplied by −π/2 it gives πΔε/4, which is π/2 times the true loss. It also equals π(ε″)²/Δε, since π(Δε/2)²/Δε = πΔε/4. This relation between slope and loss holds at every frequency of a Debye process, and it fixes the shape of the quantity

L(ω) = −(π/2) dε′/d ln ω,

called the derivative loss. Its use is that a steady conduction current, which can bury ε″ at low frequency, leaves ε′ untouched.

To establish both statements, take fields varying as exp(+iωt) and write ε* = ε′ − iε″, so that a passive material has ε″ ≥ 0. Let the slow polarization P obey

τ dP/dt + P = ε₀Δε E,

with one relaxation time τ and a linear response. Replacing d/dt by iω gives P = ε₀Δε E/(1 + iωτ). The total current density is the sum of the conduction current, the fast displacement current and the current of the slow polarization:

j = σE + iωε₀ε∞E + iωP.

The measured permittivity is defined by j = iωε₀ε*E. Dividing by iωε₀E, and writing x = ωτ and s = στ/ε₀, one finds

ε* = ε∞ + Δε/(1 + ix) + σ/(iωε₀)
= ε∞ + Δε(1 − ix)/(1 + x²) − i s/x.

The real and imaginary parts are

ε′ = ε∞ + Δε/(1 + x²),
ε″(measured) = Δε x/(1 + x²) + s/x.

For real, frequency-independent σ the conduction term is purely imaginary, so it is absent from ε′ and from L. From here on ε″ without a qualifier means the relaxation part, Δε x/(1 + x²).

Since τ is fixed during the frequency sweep, d/d ln ω = x d/dx. Hence

dε′/d ln ω = x · Δε · (−2x)/(1 + x²)² = −2Δε x²/(1 + x²)²,

L = πΔε x²/(1 + x²)².

But (ε″)² = Δε² x²/(1 + x²)², and division by Δε gives

L = π(ε″)²/Δε.

One factor of Δε has to be divided out because L is linear in the strength while the square of the loss is quadratic. The relation can be inverted. If a process is known to be Debye and its strength is known, then

ε″ = √(Δε L/π)

returns the true relaxation loss from the real permittivity.

The shapes are clearest on the logarithmic axis u = ln x. Because x/(1 + x²) = 1/(e^u + e^(−u)) = (1/2) sech u,

ε″ = (Δε/2) sech u,
L = (πΔε/4) sech² u.

Both curves are symmetric about u = 0 and have their maxima there. Squaring a peaked function narrows it. For the loss, half height means x/(1 + x²) = 1/4, or x² − 4x + 1 = 0, with roots x = 2 ± √3. For L it means x²/(1 + x²)² = 1/8. The positive square root gives x² − 2√2 x + 1 = 0, with roots x = √2 ± 1. In each pair the product of the roots is 1, so their ratio is the square of the larger root. The full widths at half height are

loss: 2 log₁₀(2 + √3) = 1.144 decades,
L: 2 log₁₀(1 + √2) = 0.766 decades.

The derivative peak is thus about two thirds as wide as the true one.

Its greater height compensates for this in the area. The integral of L over ln ω is π/2 times the total drop of ε′, which is πΔε/2. For the loss,

∫ ε″ du = Δε ∫ e^u/(1 + e^(2u)) du = Δε [arctan e^u] = πΔε/2,

taken from u = −∞ to ∞. Equal area is what the prefactor π/2 in the definition of L secures.

L is not larger than the loss everywhere. Setting π(ε″)²/Δε = ε″ gives ε″ = Δε/π, or x² − πx + 1 = 0, so that

x = [π ± √(π² − 4)]/2 = 0.359 and 2.782.

Between these frequencies L exceeds the loss; outside them it lies below. In the far wings the loss varies as Δε x at low frequency and Δε/x at high frequency, whereas L varies as πΔε x² and πΔε/x². On doubly logarithmic axes the wing slopes are ±2 instead of ±1. A slope of 2 in a derivative spectrum therefore does not by itself indicate a relaxation sharper than Debye.

The opposite limit is a broad distribution of relaxation times. Let g(v) be the normalized distribution of v = ln τ, with τ in the time unit reciprocal to that of ω. Since ε′ and ε″ are linear in the contributions of the separate processes,

ε″ = (Δε/2) ∫ g(v) sech(ln ω + v) dv,
L = (πΔε/4) ∫ g(v) sech²(ln ω + v) dv.

If g varies little over the width of either kernel, it can be taken out of the integral at v = −ln ω. The integrals of sech and sech² are π and 2, so both expressions tend to (πΔε/2) g(−ln ω). In this limit L is a good approximation to the loss itself.

The Cole–Cole function shows how the excess height disappears. Replace 1 + ix by 1 + z, with z = (ix)^a = e^(au + iθ), θ = πa/2 and 0 < a ≤ 1. Since dz/du = az,

L = (πaΔε/2) Re[z/(1 + z)²] = (πaΔε/2) Re{1/[2 + 2 cosh(au + iθ)]}.

Let C = cosh(au) and c = cos θ. Then cosh(au + iθ) = Cc + i sinh(au) sin θ. The squared modulus of 1 + cosh(au + iθ) is

(1 + Cc)² + (C² − 1)(1 − c²) = (C + c)²,

and therefore

L = (πaΔε/4)(1 + cC)/(C + c)²,
ε″ = (Δε/2) sin θ/(C + c).

The loss decreases as C grows. So does L, because its derivative with respect to C has the sign of c(C + c) − 2(1 + cC) = c² − 2 − cC, which is negative for 0 ≤ c < 1. Both peaks therefore lie at C = 1, that is at x = 1, and the ratio of their heights is

L(peak)/ε″(peak) = (πa/2)/sin(πa/2).

This is π/2 for a = 1, and 1.32, 1.11 and 1.02 for a = 0.8, 0.5 and 0.2. In the far wings the ratio L/ε″ tends instead to (πa/2)/tan(πa/2), which is 0.41, 0.79 and 0.97 for the same three exponents. The square law belongs to the Debye case; for a broad process, taking the square root as above would distort the result.

For a worked case take Δε = 30, ε∞ = 3, τ = 1 ms and σ = 10⁻¹⁰ S/cm at 170 K. The peak frequency is 1/(2πτ) = 159 Hz. The true loss peak is 30/2 = 15, and the derivative peak is π·30/4 = 23.6. The reduced conductivity is s = στ/ε₀ = 1.129, so the conduction loss is 1.129/x: small at the peak, but dominant a decade below it.

The measured loss has an extremum where its derivative with respect to ln x vanishes:

Δε x(1 − x²)/(1 + x²)² − s/x = 0,

x²(1 − x²)/(1 + x²)² = s/Δε.

With y = x² the left side is y(1 − y)/(1 + y)², whose derivative is (1 − 3y)/(1 + y)³. Its largest value, at y = 1/3, is (1/3)(2/3)/(4/3)² = 1/8. For s/Δε < 1/8 the measured loss has a minimum and a maximum; at larger conductivity it falls steadily with frequency and shows no peak. Here s/Δε = 0.0376. The minimum lies at x = 0.207 and the maximum at x = 0.921, so conduction has shifted the visible peak down by 8% in frequency. At fixed Δε and τ the maximum would vanish at σ = ε₀Δε/(8τ) = 3.3 × 10⁻¹⁰ S/cm, while the peak of L would stay in place.

Now let ε′ be sampled at ten points per decade, a step h = ln(10)/10 = 0.230 in ln ω, and let the slope be taken from the two neighbours of each point. From 1/(1 + x²) = (1 − tanh u)/2, this sampled derivative loss is

L_h = (πΔε/4)[tanh(u + h) − tanh(u − h)]/(2h).

At the peak it equals L multiplied by tanh(h)/h = 0.983, a reduction of 1.7%. In the low-frequency wing, where ε′ ≈ ε∞ + Δε − Δε x², the factor is instead sinh(2h)/(2h) = 1.036.

At x = 0.1 the measured loss is 14.26, of which 2.97 is relaxation. The sampled derivative loss is 0.955, and with Δε set to its model value,

ε″ = √(30 × 0.955/π) = 3.02.

This is 1.7% above the true value, the square root of the sampling factor at x = 0.1, which is 1.034, slightly below the asymptotic wing value. Subtraction then yields the conductivity:

σ = ε₀(x/τ)(14.264 − 3.020) = 9.96 × 10⁻¹¹ S/cm,

which is 0.4% below the value put in. Read directly as a loss, the 0.955 would have been too small by a factor of about three.

These figures are free of reading noise. If each ε′ carries independent noise of standard deviation d, the difference of two readings has noise √2 d, and L_h has noise (π/2)√2 d/(2h) = πd/(2√2 h). With d = 0.018, one thousandth of ε′ at the peak frequency, this is 0.087. That is 0.4% of the derivative peak but 9% of L_h at x = 0.1, or about 4.5% of the recovered loss after the square root. At this noise level the wing is limited by the readings more than by the spacing. If the noise is instead one thousandth of the local ε′ or |ε*|, both larger in the wing than at the peak, it reaches 17 to 18% of L_h at x = 0.1. A wider step lowers the noise and raises the spacing error.

In a measurement, a constant phase error φ mixes φs/x into the recorded ε′ and so adds (π/2)φs/x in magnitude to L; for the worked case this equals the Debye wing near 2 Hz for φ = 10⁻⁴ rad and near 4 Hz for φ = 10⁻³ rad. Apart from this, the conduction-free property ends where mobile charge affects ε′. One way is a conductivity that depends on frequency. A term A(iω)^n with 0 < n < 1 adds (A/ε₀)(iω)^(n−1) to ε*. Its real part is (A/ε₀)ω^(n−1) sin(nπ/2) and its loss is (A/ε₀)ω^(n−1) cos(nπ/2). Differentiating the real part gives a contribution to L equal to (π/2)(1 − n) tan(nπ/2) times that loss. The factor vanishes as n → 0, the case of steady conduction, and tends to 1 as n → 1, where L no longer suppresses the term.

Another way is charge accumulation at the electrodes. Model it by two blocking layers, each one Debye length λ thick and of permittivity ε_s = ε∞ + Δε, in series with the bulk. For cell length ℓ and M = ℓ/(2λ), series addition gives

1/ε_cell = (1 − 1/M)/ε_b + 1/(Mε_s),

where ε_b is the bulk permittivity including conduction. To first order in 1/M,

ε_cell ≈ ε_b + ε_b/M − ε_b²/(Mε_s).

Well below the relaxation peak, ε_b ≈ ε_s[1 − i/(ωτ_c)] with τ_c = ε₀ε_s/σ. The real part of ε_b² is ε_s²[1 − 1/(ωτ_c)²], so the first-order terms add ε_s/(Mω²τ_c²) to ε′. The expansion requires ωτ_cM ≫ 1. Differentiating ω⁻² brings a factor −2, and the contribution to L is

L_el = πε_s/(Mω²τ_c²).

It equals the Debye wing πΔε x² at

x⁴ = ε_sτ²/(ΔεMτ_c²).

Because one term falls as x⁻² and the other rises as x², this is also the minimum of their sum. For a cell of 100 μm and 10¹⁹ free ions of each sign per cm³, the Debye length λ = √[ε₀ε_s k_BT/(2ne²)], with n the density of each sign, is 1.16 nm. Then M ≈ 4.3 × 10⁴, τ_c ≈ 29 ms and x = 0.013, or 2.1 Hz. Below about 2 Hz the derivative loss of this cell rises again: the direct conduction term is absent from L, but σ still acts through τ_c in the electrode term. The value of λ is rough, since it is smaller than the mean distance between ions, but x varies as λ^(1/4) with the other quantities held fixed: doubling λ raises the limit by 19%, and halving it lowers the limit by 16%.

The narrower peak helps to separate processes. Add a second Debye process of strength 1 and relaxation time τ/100, leaving conduction aside. Near x = 100 the slow process contributes the wing 30/x to the loss. In terms of x₂ = x/100 this is 0.3/x₂, the same form as a conduction term with s/Δε = 0.3 for the fast process. As this exceeds 1/8, the loss should show no second maximum, and the computed curve has a single one. The derivative loss has two. At x = 100 it is

L ≈ π·30/100² + π/4 = 0.795,

almost entirely from the fast process. The square law must be applied to each process separately: inserting the total loss of 0.8 and the total strength of 31 gives π(0.8)²/31 = 0.065, too small by a factor of twelve. The cross term in the square raises the result, but dividing the fast process's squared loss by 31 instead of by its own strength of 1 lowers it far more.

The parameters lie in the rough regime of a supercooled monohydroxy alcohol, a class of liquids whose main relaxation is often close to Debye, with a strength of order ten or more and a relaxation time that depends strongly on temperature. No particular alcohol is represented. The ion density corresponds to about 17 mmol/L of fully dissociated salt and stands for deliberate doping, far above what a purified liquid should contain. Since the Bjerrum length here, 3.0 nm, is close to the mean ion spacing of 3.7 nm, ion pairing is to be expected, and a real sample would need more salt to reach this free-ion density. At low frequency the assumption of ideal electrodes fails, with the 2 Hz limit found above. That limit is for noise-free readings: with the noise assumed earlier, the Debye wing of L sinks below the noise already near 5 Hz, or near 7 Hz if the noise is one thousandth of the local ε′ or |ε*|. At high frequency a real liquid has faster processes, usually broader than Debye, and how well their derivative peaks stand out depends on the shape. In the two-process model, a Cole–Cole fast process with a = 0.8 lowers the ratio of peak to dip from about 2.5 to 1.3, and with a = 0.5 the second maximum is gone; a Cole–Davidson process 1/(1 + iωτ)^0.5, which keeps the Debye low-frequency side, stands out about as well as the Debye one.

Temperature stability matters as well. With a rough apparent activation energy E = 1 eV, let the temperature rise by δ = 0.1 K per decade as the frequency increases. Since d ln τ/dT = −E/(k_BT²), the quantity ln(ωτ) advances more slowly than ln ω, and L at ωτ = 1 is multiplied by

1 − Eδ/(k_BT² ln 10) = 0.983.

At the peak the error is thus 1.7%, as large as that of the sampling step, and it changes sign if the temperature falls with increasing frequency. In the low-frequency wing it is larger: with 170 K at the peak frequency and Δε constant, L at x = 0.1 comes out about 6% too high, mainly because τ is longer at the lower temperature. If Δε also varies, as 1/T, the error at x = 0.1 becomes about 8%, and at x = 0.03 it is 25% instead of 11%. Dipole saturation is negligible here. The Langevin function y/3 − y³/45 gives a relative reduction of y²/15 in a static field (y²/20 for the fundamental of a sinusoidal field of the same amplitude), where y is the dipole energy divided by k_BT. For 1 V across the cell, a field of 10⁻⁴ MV/cm, and an assumed effective dipole of 5 D, y = 7.1 × 10⁻⁵ and the reduction is 3 × 10⁻¹⁰. The remaining values are listed in the numerical output.

Calculated quantities

```
relaxation strength: 30 1
eps_inf: 3 1
relaxation time: 1 ms
dc conductivity: 1e-10 S/cm
temperature: 170 K
cell length: 100 um
free-ion density, each sign: 1e+19 cm^-3
peak frequency: 159.15 Hz
true loss peak: 15 1
derivative loss peak: 23.562 1
peak height ratio: 1.5708 1
true loss full width: 1.1439 decades
derivative loss full width: 0.76555 decades
area of true loss over ln omega: 47.124 1
area of derivative loss over ln omega: 47.124 1
lower crossing omega*tau: 0.35943 1
upper crossing omega*tau: 2.7822 1
Cole-Cole peak ratio, exponent 0.8: 1.3213 1
Cole-Cole peak ratio, exponent 0.5: 1.1107 1
Cole-Cole peak ratio, exponent 0.2: 1.0166 1
reduced conductivity s: 1.1294 1
s/strength: 0.037647 1
measured loss minimum at omega*tau: 0.2068 1
measured loss maximum at omega*tau: 0.92108 1
conductivity that removes the maximum: 3.3203e-10 S/cm
log step h, ten points per decade: 0.23026 1
sampled/exact derivative peak: 0.98269 1
omega*tau of the recovery: 0.1 1
measured loss there: 14.264 1
sampled derivative loss there: 0.95514 1
recovered relaxation loss there: 3.0201 1
true relaxation loss there: 2.9703 1
recovered conductivity: 9.9556e-11 S/cm
Debye length: 1.16 nm
electrode term equals Debye wing at omega*tau: 0.0131 1
same point as frequency: 2.09 Hz
fast process strength: 1 1
slow/fast relaxation time: 100 1
maxima in true loss of the pair: 1 (count)
maxima in derivative loss of the pair: 2 (count)
pair derivative loss at fast peak: 0.79482 1
wrong square law for the pair there: 0.064854 1
reading noise in eps': 0.018 1
resulting noise in derivative loss: 0.0868 1
apparent activation energy: 1 eV
temperature drift per decade: 0.1 K
derivative peak factor from drift: 0.98256 1
measuring field: 0.0001 MV/cm
assumed effective dipole: 5 D
dipole energy/kT: 7.11e-05 1
relative dipole saturation: 3.37e-10 1
```
